\section*{Creases on soft solids below Biot's linear stability threshold}

\section{A safety margin that is not there}

Suppose that a soft layer, 200~µm thick when unstressed, must keep a flat surface. Its designer knows that linear theory puts the loss of stability in plane strain at 45.6\% compression, and allows 40\%. In the model treated below, that layer already has a state of lower elastic energy: its surface can fold into a crease some 60 to 65~µm deep. The margin protects against small surface waves and not against folds.

The belief at fault is that Biot's strain marks the first compression at which surface folding is energetically allowed. It has a fair basis. Biot's calculation is correct, and in many buckling problems the linear threshold is where the new shape first appears, with an amplitude that grows from zero. It is also natural to think that a state which resists every small disturbance can be left only across an energy barrier. Here the word ``small'' has to be examined.

\section{What Biot's threshold says}

Let $(X,Y)$ be positions in the unstressed body, which fills $Y<0$, and $(x,y)$ the deformed positions. With $\mathbf F=\partial(x,y)/\partial(X,Y)$ and $J=\det\mathbf F$, take the energy density
\begin{equation}
W=\frac{\mu}{2}\left(\mathbf F:\mathbf F-2J\right)+\frac{\kappa}{2}(J-1)^2 ,
\label{W}
\end{equation}
where $\mu$ is the shear modulus and $\kappa$ the plane-strain bulk modulus. For $\kappa/\mu\to\infty$ this is the incompressible neo-Hookean solid. There is no stiff skin, and surface energy is left out for now.

Since $J=x_Xy_Y-x_Yy_X$, the nominal stress is
\begin{equation}
\mathbf P=\mu\mathbf F+p\,\mathbf C,\quad p=\kappa(J-1)-\mu,\quad
\mathbf C=\begin{pmatrix}y_Y&-y_X\\-x_Y&x_X\end{pmatrix}.
\end{equation}
The flat state has $\mathbf F_0=\mathrm{diag}(\lambda,\lambda_2)$, with compression $\varepsilon=1-\lambda$. A free surface requires $\mu\lambda_2+p\lambda=0$, so that
\begin{equation}
p=-\frac{\mu\lambda_2}{\lambda},\qquad
\lambda_2=\frac{\lambda(\kappa+\mu)}{\mu+\kappa\lambda^2}.
\end{equation}

Add a small displacement $(u,v)$. The first-order change of $J$ is $\theta=\lambda_2u_X+\lambda v_Y$. The rows of $\mathbf C$ have zero divergence, because mixed derivatives commute, so equilibrium reads
\begin{equation}
\mu\nabla^2u+\kappa\lambda_2\theta_X=0,\qquad
\mu\nabla^2v+\kappa\lambda\theta_Y=0 .
\label{eq}
\end{equation}
Apply $\lambda_2\partial_X$ to the first equation and $\lambda\partial_Y$ to the second, and add:
\begin{equation}
\mu\nabla^2\theta+\kappa\left(\lambda_2^2\theta_{XX}+\lambda^2\theta_{YY}\right)=0 .
\end{equation}
For a wave of number $k$ along the surface, either $\theta=0$, and then $u$ and $v$ are harmonic and decay as $e^{kY}$, or $\theta\propto\cos kX\,e^{skY}$ with
\begin{equation}
\mu(s^2-1)+\kappa(\lambda^2s^2-\lambda_2^2)=0,\qquad
s^2=\frac{\mu+\kappa\lambda_2^2}{\mu+\kappa\lambda^2}.
\label{s}
\end{equation}
In the second case (\ref{eq}) makes $(u,v)$ proportional to $(\lambda_2\theta_X,\lambda\theta_Y)$. The general decaying solution is therefore
\begin{align}
u&=\left(\lambda A\,e^{kY}-\lambda_2B\,e^{skY}\right)\sin kX,\\
v&=\left(-\lambda_2A\,e^{kY}+\lambda sB\,e^{skY}\right)\cos kX .
\end{align}
The traction increments on $Y=0$ are
\begin{align}
t_x&=\mu u_Y-p\,v_X=\mu\left(u_Y+\tfrac{\lambda_2}{\lambda}v_X\right),\\
t_y&=\mu v_Y+p\,u_X+\kappa\lambda\theta
=\mu\left(v_Y-\tfrac{\lambda_2}{\lambda}u_X\right)+\kappa\lambda\theta .
\end{align}
For the $B$ part, (\ref{s}) gives $\kappa\theta=-\mu(s^2-1)kB\cos kX$ at the surface. Its contribution to $t_y/(\mu k\cos kX)$ is then $B[\lambda s^2+\lambda_2^2/\lambda-\lambda(s^2-1)]=B(\lambda+\lambda_2^2/\lambda)$. Setting both tractions to zero leaves
\begin{align}
\left(\lambda+\lambda_2^2/\lambda\right)A-2\lambda_2s\,B&=0,\\
-2\lambda_2A+\left(\lambda+\lambda_2^2/\lambda\right)B&=0 .
\end{align}
A nonzero solution needs a vanishing determinant:
\begin{equation}
(\lambda^2+\lambda_2^2)^2=4\lambda^2\lambda_2^2\,s .
\label{biot}
\end{equation}
The wavenumber has dropped out, as it must in a half-space without a length scale. A layer held at its base has the same threshold. Any disturbance of the layer, continued by zero below the base, is also a disturbance of the half-space, so the layer is at least as stable; and waves much shorter than the thickness do not feel the base.

In the incompressible limit $\lambda_2=1/\lambda$ and $s=1/\lambda^2$. With $r=\lambda^2$, (\ref{biot}) becomes $(r^2+1)^2=4r$, or
\begin{equation}
(r-1)(r^3+r^2+3r-1)=0 .
\end{equation}
At $r=1$ the two solutions coincide, so that root carries no mode. The cubic increases with $r$ for $r>0$ and has one positive root, which gives $\varepsilon=0.4563$. For $\kappa/\mu=100$, (\ref{biot}) gives 0.45655. A separate calculation for this ratio, which expands the displacement in functions of depth and finds where the lowest eigenvalue of the second variation changes sign, gives the same strain.

\section{Where the inference breaks}

Let $\mathbf H$ be the gradient of an added displacement. The flat state is in equilibrium, so the linear term of the energy change vanishes. As $W$ is a quartic polynomial in $\mathbf F$, what remains is
\begin{equation}
\Delta E=Q[\mathbf H]+R,\qquad
|R|\le C\,m(1+m)\int|\mathbf H|^2\,dX\,dY,
\end{equation}
where $Q$ is quadratic, $m$ is the largest value of $|\mathbf H|$, and $C$ is a constant. Below Biot's strain $Q\ge c\int|\mathbf H|^2dX\,dY$ with some $c>0$. The energy therefore rises whenever $C\,m(1+m)<c$.

This is a condition on gradients, not on displacements. A fold one micrometre deep and one micrometre wide has a small displacement but a gradient of order one. Linear stability says nothing about it, however small the fold is made.

\section{Why a fold can pay}

A crease turns a flat surface into two faces in contact. By symmetry consider one half, $X\ge0$. At the tip, the right angle between the symmetry plane and the free surface is opened to a straight angle. Use polar coordinates $(R,\vartheta)$ about the tip, with $\vartheta$ measured from the downward direction, and try
\begin{equation}
r'=g(\vartheta)R,\quad \varphi=\varphi(\vartheta),\quad \varphi(0)=0,\quad \varphi(\pi/2)=\pi .
\end{equation}
The polar components of $\mathbf F$ are $g$, $g'$, $0$ and $g\varphi'$. Incompressibility requires $g^2\varphi'=1$, so $\varphi'=g^{-2}$ and
\begin{equation}
\mathbf F:\mathbf F=g^2+g'^2+g^{-2},\qquad \int_0^{\pi/2}g^{-2}\,d\vartheta=\pi .
\end{equation}
The Cauchy--Schwarz inequality gives $\int g^2d\vartheta\int g^{-2}d\vartheta\ge(\pi/2)^2$, hence $\int g^2d\vartheta\ge\pi/4$. Equality holds for constant $g=1/\sqrt2$, which also removes the $g'^2$ term. The cheapest map of this family is $r'=R/\sqrt2$, $\varphi=2\vartheta$, with
\begin{equation}
\mathbf F:\mathbf F=\tfrac12+2=\tfrac52 .
\end{equation}

A tip of this trial shape thus has a finite energy density. In the incompressible flat state $\mathbf F:\mathbf F=\lambda^2+\lambda^{-2}$, which exceeds $5/2$ when $\lambda^2<1/2$, that is, for $\varepsilon>0.293$. Beyond this strain the sharp tip is less strained than the flat material it replaces. This shows where energy can be gained, but it is not the crease threshold, because the material around the tip must be distorted to join the flat state.

\section{A fold with lower energy}

To refute the belief it is enough to exhibit a deformation with $\Delta E<0$ below Biot's strain. Take a patch of depth $t$ and half-width $2t$ in the unstressed body. Its bottom and outer side keep their flat-state positions, its top is free, and $x=0$ on the symmetry plane. The half-patch is divided into 600 triangles with quadratic positions in each. An initial fold is relaxed at $\varepsilon=0.44$, first with its tip held down and then free, and is followed to lower strain.

On each triangle $\mathbf F$ is linear and $W$ is a quartic polynomial in position, which the quadrature integrates exactly. Up to rounding, each result is the energy of an explicit deformation, and so an upper bound on the least energy of the patch. The surface is kept at $x\ge0$, which prevents the two halves from overlapping, and in each fold listed $J$ stays above 0.87. A crossing of the exposed surface with itself within one half was not tested for separately.

For $\kappa/\mu=100$ the half-crease gives:
\begin{center}
\begin{tabular}{cccc}
\hline
$\varepsilon$ & $\Delta E/(\mu t^2)$ & tip depth$/t$ & contact$/t$\\
\hline
0.44 & $-1.81\times10^{-2}$ & 0.457 & 0.31\\
0.42 & $-9.46\times10^{-3}$ & 0.386 & 0.23\\
0.40 & $-4.00\times10^{-3}$ & 0.308 & 0.17\\
0.38 & $-1.06\times10^{-3}$ & 0.221 & 0.12\\
0.37 & $-3.3\times10^{-4}$ & 0.1695 & 0.08\\
0.36 & $+1\times10^{-5}$ & 0.103 & 0.05\\
\hline
\end{tabular}
\end{center}
Energies are per unit length along the crease, and contact lengths are measured in the unstressed body. The contact lengths are read at the last control point of the surface with $x=0$. These points are 0.01 to 0.03$t$ apart, and the end of the contact is known no better than that. The entries belong to this mesh and this patch and are not converged to the digits shown. A mesh of about 1400 triangles lowers each energy from 0.42 to 0.36 by roughly $10^{-4}\mu t^2$, to $-9.6\times10^{-3}$ at 0.42 and $-3.9\times10^{-4}$ at 0.37. Moving the held side from $2t$ to $4t$ raises the gain at 0.42 and 0.40 by 12 to 14\% and the tip depth by about 5\%.

At 37\% compression, almost nine percentage points below Biot's strain, a crease already has less energy than the flat surface. On the same mesh the flat state is linearly stable at $\varepsilon=0.42$ and unstable at 0.52, so at 0.42 a linearly stable flat state coexists with a cheaper creased one. The energy at 0.42 was also recomputed by cutting every triangle into small straight-sided ones and extrapolating in their size. The result, $-9.46\times10^{-3}\mu t^2$, is the same to the digits given.

The value 0.37 is an upper bound on the onset in this model and not the onset itself. The slightly positive energy at 0.36 does not exclude a better fold there: on the finer mesh it turns slightly negative, about $-5\times10^{-5}\mu t^2$. When the crease found at 0.40 was transferred to $\varepsilon=0.32$ and released, it opened completely and the surface became flat. This is numerical evidence, not proof, that the onset lies between 0.32 and 0.37.

The finite ratio $\kappa/\mu$ does not seem to create the effect. At $\varepsilon=0.42$, raising it from 100 to 400 changes $\Delta E$ from $-9.46\times10^{-3}$ to $-9.80\times10^{-3}\mu t^2$, a slightly larger gain. The incompressible limit itself was not computed.

\section{No least size, and no barrier, without surface energy}

Let $\mathbf x_1(\mathbf X)$ be the creased patch. Shrink it by a factor $a$:
\begin{equation}
\mathbf x_a(\mathbf X)=a\,\mathbf x_1(\mathbf X/a).
\end{equation}
The gradient takes the same values at scaled points, and the area shrinks by $a^2$. On the held sides $\mathbf x_1=\mathbf F_0\mathbf X$, so $\mathbf x_a=\mathbf F_0\mathbf X$ there too, and the small patch fits into a flat surrounding body. Therefore
\begin{equation}
\Delta E(a)=a^2\,\Delta E(1).
\end{equation}
If $\Delta E(1)<0$, the energy falls steadily as $a$ grows from zero. The displacement starts from zero, yet the gradient is of order one from the start. In this sense the crease has finite amplitude: its strain is finite, while its depth may be as small as one likes. The same argument carries the result from the patch to a half-space.

Surface energy alters this. Without adhesion between the touching faces, a surface tension $\gamma$ adds a cost proportional to the extra surface length, hence to $a$. With $G$ the elastic gain and $S$ the surface cost at $a=1$,
\begin{equation}
\Delta E(a)=-Ga^2+Sa .
\end{equation}
This has a maximum $S^2/(4G)$ at $a=S/(2G)$ and is negative for $a>S/G$. Along this path a barrier and a least useful size now exist, and a flat surface can persist in a metastable state.

\section{A soft silicone layer}

Consider a soft silicone layer bonded to a much stiffer, pre-stretched support that is then released. Rough typical values are $\mu=30$~kPa, $t=200$~µm, $\gamma=0.02$~N/m and a density of 1000~kg/m$^3$. At 42\% compression the flat layer is 338~µm thick in the model with $\kappa/\mu=100$, and would be 345~µm thick if it were incompressible. In the patch of half-width $2t$ the crease is $0.386\times200=77$~µm deep; with half-width $4t$ it is about 81~µm deep and gains about 14\% more energy than found below. Counting both halves, the elastic energy change is
\begin{equation}
2(-9.46\times10^{-3})(3\times10^{4}\,\mathrm{Pa})(2\times10^{-4}\,\mathrm m)^2
=-22.7~\mathrm{µJ/m}.
\end{equation}
The fold adds 113~µm of surface length, which costs $0.02\times113=2.3$~µJ/m, a tenth of the gain. Hence $S/G=0.10$: this fold shape stops paying when the patch is about 20~µm deep. The barrier along the scaling path is $2.26^2/(4\times22.7)=0.06$~µJ/m.

Real layers depart from the model in several ways. Gravity costs only about $10^{-4}$~µJ/m. Strain stiffening, estimated for the same fold and the same held boundaries with a Gent energy of limit parameter 100, reduces the gain to 21.4~µJ/m. This is mild stiffening; with the fold relaxed, a limit parameter of 30 leaves about 19~µJ/m and one of 10 about 11~µJ/m. Silicone is far less compressible than the model, but taking $\kappa/\mu=30000$ moves Biot's strain only from 0.45655 to 0.45631. Surface tension suppresses the shortest waves and raises the linear threshold of this layer to about 0.459. Surface tension matters most near onset. From the extra surface length of the folds, its cost is about 0.85~µJ/m at $\varepsilon=0.37$, against an elastic gain of 0.8 to 0.9~µJ/m depending on the mesh, and about 1.15~µJ/m at 0.38, against a gain of 2.5 to 2.7~µJ/m. For this thickness the two are too close at 0.37 for such an estimate to decide, while at 0.38 the fold still pays, far below 0.456. Yielding of the support, adhesion and slow relaxation of the polymer are not sized here.

For a homogeneous neo-Hookean layer in plane strain, with surface energy left out, Biot's strain is thus the limit up to which small smooth waves are resisted. A design that must exclude creases has to be judged against the crease energy. The table gives strains at which a crease pays in this model; it does not give a strain below which none can.

\section*{Calculated quantities}
\begin{verbatim}
Biot strain, incompressible limit: 0.45631
Biot strain, kappa/mu = 100: 0.45655
Biot strain from Ritz calculation, same kappa/mu: 0.45655
Biot strain, kappa/mu = 30000: 0.45631
F:F at crease tip map: 2.500
strain above which tip is less strained than flat: 0.2929
mesh: 600 triangles, 2542 coordinates
flat state linearly stable on mesh at 0.42: True, at 0.52: False
half crease: strain, energy change/(mu t^2), tip depth/t, contact length/t (reference), lower bound of J
  0.44  -1.807e-02  0.4570  0.3094  0.885
  0.42  -9.460e-03  0.3859  0.2340  0.889
  0.40  -4.003e-03  0.3080  0.1713  0.893
  0.38  -1.061e-03  0.2207  0.1205  0.899
  0.37  -3.322e-04  0.1695  0.0762  0.903
  0.36  +1.109e-05  0.1031  0.0496  0.876
lowest computed strain with an allowed crease: 0.37
Biot strain minus this strain: 0.0865
released at strain 0.32: energy change +0.00e+00 mu t^2, tip depth 3.04e-15 t
energy change at 0.42 from subtriangles: -9.460e-03 mu t^2
energy change at 0.42 with kappa/mu = 400: -9.801e-03 mu t^2
example: modulus 30 kPa, thickness 200 um, surface tension 0.020 N/m, density 1000 kg/m^3
example strain: 0.42; flat thickness 338.2 um
crease depth: 77.2 um; contact length (reference, each side): 46.8 um
elastic energy change per crease length: -22.705 uJ/m
extra surface length: 112.96 um
surface energy cost without adhesion: +2.259 uJ/m
thickness at which surface cost cancels gain of this fold: 19.9 um
elastocapillary length: 0.667 um
gravity energy change: +7.19e-05 uJ/m
elastic change with Gent stiffening, limit 100, same fold: -21.429 uJ/m
\end{verbatim}
